\section*{Coulomb bound states as levels of a Morse well, part 2}

A spinless, nonrelativistic electron (mass $m_e$) is bound to a point nucleus (charge $Ze$, mass $M$). With $\mu=m_eM/(m_e+M)$, $\psi=r^{-1}u(r)Y_{lm}$ and $R=u/r$, the radial equation in SI units is
\begin{equation}
-\frac{\hbar^2}{2\mu}\frac{d^2u}{dr^2}+\left[\frac{\hbar^2l(l+1)}{2\mu r^2}-\frac{Ze^2}{4\pi\epsilon_0r}\right]u=Eu,
\qquad l=0,1,2,\dots
\label{radial}
\end{equation}
Here $e$ is the elementary charge, $\mathrm{e}$ the base of the exponential, $a=4\pi\epsilon_0\hbar^2/(\mu e^2)$ and $E=-\hbar^2\kappa^2/(2\mu)$, $\kappa>0$. Setting $r=r_0\mathrm{e}^x$, with any length $r_0>0$, and $u=\mathrm{e}^{x/2}\phi$ gives
\begin{equation}
-\tfrac12\phi''+\left[\tfrac12\kappa^2r_0^2\,\mathrm{e}^{2x}-\frac{Zr_0}{a}\,\mathrm{e}^{x}\right]\phi=-\tfrac12\left(l+\tfrac12\right)^2\phi .
\label{mapped}
\end{equation}
For $r_0=1/\kappa$, with $\xi=\ln\kappa r$, $t=\mathrm{e}^\xi$, $\partial=d/d\xi$ and $\lambda=Z/(\kappa a)$ (\texttt{nu} or \texttt{lam} in the program output), this is a dimensionless Morse problem:
\begin{equation}
H_\lambda\phi=-\tfrac12\left(l+\tfrac12\right)^2\phi,\qquad
H_\lambda=-\tfrac12\partial^2+V_\lambda,\qquad V_\lambda=\tfrac12\mathrm{e}^{2\xi}-\lambda\mathrm{e}^{\xi}.
\label{morse}
\end{equation}
Its depth is $D_e=\tfrac12\lambda^2$, its minimum $r=\lambda^2a/Z$. Physical bound states correspond to normalisable $\phi$, for which boundary terms vanish, and
\begin{equation}
\int\phi^2d\xi=\frac1\kappa\int_0^\infty\frac{u^2}{r^2}\,dr,\qquad
\int\mathrm{e}^{\xi}\phi^2d\xi=\int_0^\infty\frac{u^2}{r}\,dr,\qquad
\int\mathrm{e}^{2\xi}\phi^2d\xi=\kappa\int_0^\infty u^2dr .
\label{norms}
\end{equation}
For $l=0$, $\lambda=1.5$, the decaying solution $W_{\lambda,1/2}(z)$, $z=2\kappa r$, is nonzero at the origin and is not a bound state.

With $s=\lambda-\tfrac12$ and $A_\lambda=(\partial+\mathrm{e}^\xi-s)/\sqrt2$, whose adjoint $A_\lambda^\dagger$ is taken in the product $\int fg\,d\xi$, a bound state of eigenvalue $\varepsilon$ obeys
\begin{equation}
\|A_\lambda\phi\|^2=\langle\phi|A_\lambda^\dagger A_\lambda\phi\rangle=\left(\varepsilon+\tfrac12s^2\right)\|\phi\|^2 .
\label{Anorm}
\end{equation}
For real $\lambda$ the levels are
\begin{equation}
\varepsilon_v=-\tfrac12\left(\lambda-v-\tfrac12\right)^2,\qquad v=0,1,2,\dots,\qquad v<\lambda-\tfrac12 .
\label{levels}
\end{equation}
Matching to (\ref{morse}) gives $\lambda=v+l+1\equiv n$, $\kappa_n=Z/(na)$ and
\begin{equation}
E_n=-\frac{\hbar^2\kappa_n^2}{2\mu}=-\frac{\hbar^2Z^2}{2\mu a^2n^2}.
\label{En}
\end{equation}
With $R_\mu=\mu e^4/(8\epsilon_0^2h^3c)$, the Balmer vacuum wavelengths obey $1/\lambda_{\rm vac}=R_\mu Z^2(\tfrac14-1/n_i^2)$, $n_i=3,4,\dots$, with limit $4/(R_\mu Z^2)$. An added potential $g/r^2$ replaces $l+\tfrac12$ by $\sigma_l=\sqrt{(l+\tfrac12)^2+2\mu g/\hbar^2}$, so that $\lambda=v+\tfrac12+\sigma_l$.

\section*{Part (e)}

(i) How many bound levels does the well belonging to a given $n$ hold, and what do they represent? (ii) What does their orthogonality say about the radial functions? (iii) Obtain $\langle r^{-1}\rangle$ and $\langle r^{-2}\rangle$ from properties of the well. (iv) Show that $A_\lambda$ belongs to an $so(2,1)$ algebra and find its Casimir operator.

\subsection*{Model answer}

(i) For $\lambda=n$ the condition $v<n-\tfrac12$ allows $v=0,\dots,n-1$, which is $n$ levels, with $\varepsilon_v=-\tfrac12(n-v-\tfrac12)^2$. Each has the form $-\tfrac12(l+\tfrac12)^2$ with $l=n-1-v$, running from $n-1$ down to $0$. All levels of one well share one $E$, so they are the degenerate $l$ states of the shell $n$. The Morse ground state $t^{n-1/2}\mathrm{e}^{-t}$ is the nodeless state $l=n-1$, and the most weakly bound level is the $s$ state. With the term $g/r^2$ of part (d) and $g\ne0$, states with the same $v+l$ but different $l$ need different wells, because $\sigma_l-l$ varies with $l$, and the degeneracy of the shell is lifted. Coincidences between states of different shells remain possible for special $g$: if $2\mu g/\hbar^2=6$, then $\sigma_0=\tfrac52$ and $\sigma_2=\tfrac72$, and the states $(v,l)=(1,0)$ and $(0,2)$ share the well $\lambda=4$.

(ii) Let $\phi_1,\phi_2$ be levels of one well. Integrating by parts twice gives $\langle\phi_1|H_n\phi_2\rangle=\langle H_n\phi_1|\phi_2\rangle$, so $(\varepsilon_2-\varepsilon_1)\int\phi_1\phi_2\,d\xi=0$. Both have the same $\kappa$, and the first relation in (\ref{norms}) applied to the product, with $u=rR$, gives
\begin{equation}
\int_0^\infty R_{nl}(r)R_{nl'}(r)\,dr=0\qquad(l\ne l'),
\end{equation}
which is $\langle nl|r^{-2}|nl'\rangle=0$ for the radial parts, a case of the Pasternack--Sternheimer rule. The argument needs a common well. The program confirms the three zeros for $n=3$ and confirms that the same integral between $3s$ and $2p$ does not vanish.

(iii) Let $\langle\cdot\rangle_M$ be the average with weight $\phi^2d\xi$. Dividing the relations (\ref{norms}) by one another gives the physical averages
\begin{equation}
\langle r^{-1}\rangle=\kappa\,\frac{\langle\mathrm{e}^\xi\rangle_M}{\langle\mathrm{e}^{2\xi}\rangle_M},\qquad
\langle r^{-2}\rangle=\frac{\kappa^2}{\langle\mathrm{e}^{2\xi}\rangle_M}.
\end{equation}
Multiply the eigenvalue equation by $\phi'$. This gives $-\tfrac14(\phi'^2)'+\tfrac12(V_\lambda-\varepsilon)(\phi^2)'=0$. Integrate over $\xi$: the first term is a vanishing boundary term, and the second, by parts, is $-\tfrac12\int V_\lambda'\phi^2d\xi$. The mean force is zero, and since $V_\lambda'=\mathrm{e}^{2\xi}-\lambda\mathrm{e}^\xi$,
\begin{equation}
\langle\mathrm{e}^{2\xi}\rangle_M=\lambda\langle\mathrm{e}^\xi\rangle_M .
\end{equation}
Next differentiate $\varepsilon_v=\langle\phi|H_\lambda\phi\rangle$ with respect to $\lambda$ at fixed $v$, for real normalised $\phi$. The terms from differentiating $\phi$ sum to $2\varepsilon_v\int\phi\,\partial_\lambda\phi\,d\xi=\varepsilon_v\,\partial_\lambda\|\phi\|^2=0$, which leaves the Hellmann--Feynman relation $d\varepsilon_v/d\lambda=\langle\partial_\lambda H_\lambda\rangle_M=-\langle\mathrm{e}^\xi\rangle_M$. This step needs (\ref{levels}) for continuous $\lambda$, which part (c) supplies: $d\varepsilon_v/d\lambda=-(\lambda-v-\tfrac12)$. At $\lambda=n$,
\begin{equation}
\langle\mathrm{e}^\xi\rangle_M=l+\tfrac12,\qquad\langle\mathrm{e}^{2\xi}\rangle_M=n\left(l+\tfrac12\right),
\end{equation}
and with $\kappa=Z/(na)$,
\begin{equation}
\langle r^{-1}\rangle=\frac{\kappa}{n}=\frac{Z}{an^2},\qquad
\langle r^{-2}\rangle=\frac{\kappa^2}{n(l+\frac12)}=\frac{Z^2}{a^2n^3(l+\frac12)} .
\label{moments}
\end{equation}
The mean potential energy is $-Ze^2/(4\pi\epsilon_0)\cdot Z/(an^2)=-\hbar^2Z^2/(\mu a^2n^2)=2E_n$, so the mean kinetic energy is $-E_n$. The vanishing mean force in the well is the virial theorem of the atom.

(iv) Fix $\sigma=l+\tfrac12$. Multiplying (\ref{morse}) by $\mathrm{e}^{-\xi}$ and rearranging makes $\lambda$ the eigenvalue:
\begin{equation}
T_3\phi=\lambda\phi,\qquad T_3=K+\tfrac12\mathrm{e}^\xi,\qquad K=\tfrac12\mathrm{e}^{-\xi}\left(-\partial^2+\sigma^2\right).
\end{equation}
Define also $T_1=K-\tfrac12\mathrm{e}^\xi$ and $G=\partial+\tfrac12$. From $[\partial,\mathrm{e}^{\pm\xi}]=\pm\mathrm{e}^{\pm\xi}$ follow $[G,\mathrm{e}^\xi]=\mathrm{e}^\xi$ and $[G,K]=-K$. From $[\partial^2,\mathrm{e}^\xi]=\mathrm{e}^\xi(1+2\partial)$ follows $[K,\mathrm{e}^\xi]=-\tfrac12(1+2\partial)=-G$. Therefore
\begin{align}
[T_3,T_1]&=-\tfrac12[K,\mathrm{e}^\xi]+\tfrac12[\mathrm{e}^\xi,K]=G,\\
[T_3,G]&=K-\tfrac12\mathrm{e}^\xi=T_1,\\
[T_1,G]&=K+\tfrac12\mathrm{e}^\xi=T_3 .
\end{align}
With $T_\pm=T_1\pm G$ these give $[T_3,T_\pm]=G\pm T_1=\pm T_\pm$ and $[T_+,T_-]=-[T_1,G]+[G,T_1]=-2T_3$. These are the angular-momentum relations with the sign of the last one reversed. The sign has meaning only together with an adjoint relation, since $T_-\to-T_-$ would restore it. In the product $\int\mathrm{e}^{\xi}fg\,d\xi$, which is not the product of part (c), integration by parts shows that $T_3$ and $T_1$ are symmetric and $G$ is antisymmetric, so $T_+^\dagger=T_-$; with this relation the reversed sign identifies $so(2,1)$. For the Casimir combination, $T_3^2-T_1^2=K\mathrm{e}^\xi+\mathrm{e}^\xi K=2\mathrm{e}^\xi K-G=-\partial^2+\sigma^2-\partial-\tfrac12$ and $G^2=\partial^2+\partial+\tfrac14$, so
\begin{equation}
T_3^2-T_1^2+G^2=\sigma^2-\tfrac14=l(l+1).
\end{equation}
On an eigenfunction of $T_3$, $T_1\phi=(T_3-\mathrm{e}^\xi)\phi=(\lambda-\mathrm{e}^\xi)\phi$, so $T_-\phi=(\lambda-\mathrm{e}^\xi-\partial-\tfrac12)\phi=-\sqrt2\,A_\lambda\phi$. The factorising operator is the lowering generator: it takes $n$ to $n-1$ at fixed $l$ and, by (\ref{Anorm}), annihilates the state $n=l+1$. It acts on functions of $\xi$. The result is the physical state $(n-1,l)$ only after $\xi$ is read as $\ln\kappa_{n-1}r$ instead of $\ln\kappa_nr$, which is a dilation of $r$. The program tests this ladder action, the norm (\ref{Anorm}) and the moments (\ref{moments}) on independently tabulated hydrogen functions for $n=2,3,4$; the commutators rest on the algebra above.

\section*{Part (f)}

Apply the results to hydrogen-like oxygen, O$^{7+}$ ($Z=8$), at the level of equation (\ref{radial}), approximating the nuclear mass by 16 atomic mass units. Describe the well for $n=3$, give $E_1$ to $E_4$, the first two Balmer lines and the series limit, and say how many digits are meaningful.

\subsection*{Model answer}

With $M=2.656863\times10^{-26}$ kg and $m_e=9.109384\times10^{-31}$ kg,
\begin{equation}
\frac{\mu}{m_e}=\frac{1}{1+m_e/M}=0.99996571,\qquad \mu=9.109071\times10^{-31}\ \text{kg}.
\end{equation}
The standard values of the constants then give $a=5.291954\times10^{-11}$ m and $R_\mu=1.0973355\times10^{7}$ m$^{-1}$, so
\begin{align}
a/Z&=5.291954\times10^{-11}\ \text{m}/8=6.614942\times10^{-12}\ \text{m},\\
Z^2R_\mu&=64\times1.0973355\times10^{7}\ \text{m}^{-1}=7.022947\times10^{8}\ \text{m}^{-1}.
\end{align}

For $n=3$, $1/\kappa=3\times6.614942\times10^{-12}$ m $=1.984483\times10^{-11}$ m and $\kappa=5.039097\times10^{10}$ m$^{-1}$. The depth is $D_e=3^2/2=4.5$. The minimum is at $\xi=\ln3=1.098612$, or $r=9\times6.614942\times10^{-12}$ m $=5.953448\times10^{-11}$ m. The levels are
\begin{align}
v=0\ (3d):&\quad-4.5+3(0.5)-\tfrac12(0.5)^2=-3.125=-\tfrac12(2.5)^2,\\
v=1\ (3p):&\quad-4.5+3(1.5)-\tfrac12(1.5)^2=-1.125=-\tfrac12(1.5)^2,\\
v=2\ (3s):&\quad-4.5+3(2.5)-\tfrac12(2.5)^2=-0.125=-\tfrac12(0.5)^2,
\end{align}
and the grid diagonalisation finds these three and no fourth. Its eigenvectors give $\langle\mathrm{e}^\xi\rangle_M=2.5,\ 1.5,\ 0.5$ and $\langle\mathrm{e}^{2\xi}\rangle_M=7.5,\ 4.5,\ 1.5$, as part (e) requires. Then $\langle r^{-1}\rangle=5.039097\times10^{10}\ \text{m}^{-1}/3=1.679699\times10^{10}$ m$^{-1}$ for all three states, while $\langle r^{-2}\rangle=(5.039097\times10^{10}\ \text{m}^{-1})^2$ divided by $7.5$, $4.5$ and $1.5$ is $3.385666\times10^{20}$, $5.642777\times10^{20}$ and $1.692833\times10^{21}$ m$^{-2}$ for $3d$, $3p$ and $3s$.

Equation (\ref{En}) gives $E_1$, and division by $4$, $9$ and $16$ gives the others:
\begin{align}
E_1&=-1.3950705\times10^{-16}\ \text{J}=-870.73\ \text{eV},\\
E_2&=-3.4876762\times10^{-17}\ \text{J}=-217.68\ \text{eV},\\
E_3&=-1.5500783\times10^{-17}\ \text{J}=-96.75\ \text{eV},\\
E_4&=-8.7191905\times10^{-18}\ \text{J}=-54.42\ \text{eV}.
\end{align}
The program obtains all ten $(n,l)$ states with $n\le4$ in two further ways. One searches for the $E$ at which level $v$ of the well in (\ref{mapped}), diagonalised numerically, equals $-\tfrac12(l+\tfrac12)^2$, and it repeats the $3p$ search with a second value of $r_0$. The other solves (\ref{radial}) by finite differences on two uniform grids in $r$, with no logarithmic map, and combines the two energies by Richardson extrapolation to remove the leading error, which is quadratic in the spacing. The asserted agreement, relative to $E_n$ of (\ref{En}), is better than $10^{-8}$ for the first and $10^{-6}$ for the second.

For $3\to2$ the factor is $\tfrac14-\tfrac19=0.138889$, and for $4\to2$ it is $\tfrac14-\tfrac1{16}=0.1875$:
\begin{align}
\lambda_{3\to2}&=\frac{1}{7.022947\times10^8\ \text{m}^{-1}\times0.138889}=1.02521\times10^{-8}\ \text{m},\\
\lambda_{4\to2}&=\frac{1}{7.022947\times10^8\ \text{m}^{-1}\times0.1875}=7.59415\times10^{-9}\ \text{m},\\
\lambda_{\infty\to2}&=\frac{4}{7.022947\times10^8\ \text{m}^{-1}}=5.69561\times10^{-9}\ \text{m}.
\end{align}
The photon energies are $E_3-E_2=(3.4876762-1.5500783)\times10^{-17}$ J $=1.937598\times10^{-17}$ J $=120.9$ eV and $E_4-E_2=(3.4876762-0.8719191)\times10^{-17}$ J $=2.615757\times10^{-17}$ J $=163.3$ eV.

The long strings of digits describe the model and serve to compare the calculations. The approximate nuclear mass costs little. Since $E_n\propto\mu$ and $\ln\mu=\ln m_e+\ln M-\ln(m_e+M)$, one has $\delta E_n/E_n=\left[m_e/(m_e+M)\right]\delta M/M=(1-\mu/m_e)\,\delta M/M$ to first order, so a change of $0.1\%$ in $M$ changes $E_n$ by $3.43\times10^{-8}$ of itself. Relativity matters more. With $\alpha=e^2/(4\pi\epsilon_0\hbar c)$ one has $a=\hbar/(\mu c\alpha)$, so the mean kinetic energy $-E_n$ equals $\mu c^2(Z\alpha)^2/(2n^2)$. The leading correction to the kinetic energy $T=p^2/2m_e$, from expanding $\sqrt{m_e^2c^4+p^2c^2}$, is $-T^2/(2m_ec^2)$, which is smaller than $T$ by a factor of order $T/(m_ec^2)$. The parameter that controls this correction, relative to $E_n$, is thus $(Z\alpha)^2=3.4\times10^{-3}$, multiplied by coefficients that depend on the state and are not computed here. With coefficients of order one or smaller, the results as statements about the real ion deserve at most about three figures, and the third can change on rounding. The Dirac formula for a point nucleus, $E_{nj}=\mu c^2\left\{\left[1+(Z\alpha)^2/\left(n-k+\sqrt{k^2-(Z\alpha)^2}\right)^2\right]^{-1/2}-1\right\}$ with $k=j+\tfrac12$, includes spin and shows the size of the shift. It splits $3\to2$ into components between $10.235$ and $10.255$ nm, the strongest ($3d_{5/2}\to2p_{3/2}$) at $10.249$ nm. It splits $4\to2$ into components between $7.584$ and $7.594$ nm, and it lowers the limit by $0.006$ nm for $j=\tfrac12$ and by $0.001$ nm for $j=\tfrac32$. The figures to quote for the ion are thus about $10.2$ nm, $7.59$ nm and $5.69$ nm, whereas the model values round to $10.3$, $7.59$ and $5.70$ nm. Radiative corrections are not estimated.

\section*{Table of computed values}
\begin{verbatim}
Morse lam=0.45: 0 bound levels (grid): 
Morse lam=0.75: 1 bound levels (grid): -0.03125000
Morse lam=3.3: 3 bound levels (grid): -3.92000000 -1.62000000 -0.32000000
Morse lam=3.0: 3 bound levels (grid): -3.12500000 -1.12500000 -0.12500000
lam=3, v=0, l=2: <e^xi> = 2.500000, <e^2xi> = 7.500000
lam=3, v=1, l=1: <e^xi> = 1.500000, <e^2xi> = 4.500000
lam=3, v=2, l=0: <e^xi> = 0.500000, <e^2xi> = 1.500000
l=0, nu=1.5: decaying solution W at z=1e-8 = -0.282095
Z = 8, M = 2.656863e-26 kg, m_e = 9.10938371e-31 kg
mu/m_e = 0.99996571, mu = 9.10907140e-31 kg
a = 5.29195354e-11 m, a/Z = 6.61494193e-12 m
R_mu = 1.0973355e+07 1/m, Z^2 R_mu = 7.0229474e+08 1/m
n=3 well: kappa = 5.039097e+10 1/m, 1/kappa = 1.984483e-11 m, nu = 3.00000000
n=3 well: depth D_e = 4.500000, minimum at r = 5.953448e-11 m, xi = 1.098612
n=3: <1/r> = 1.679699e+10 1/m
n=3, l=0: <1/r^2> = 1.692833e+21 1/m^2
n=3, l=1: <1/r^2> = 5.642777e+20 1/m^2
n=3, l=2: <1/r^2> = 3.385666e+20 1/m^2
E_1 formula = -1.3950705e-16 J = -870.73451 eV
E_2 formula = -3.4876762e-17 J = -217.68363 eV
E_3 formula = -1.5500783e-17 J = -96.74828 eV
E_4 formula = -8.7191905e-18 J = -54.42091 eV
n=1 l=0 v=0: Morse root -1.3950705e-16 J, r-grid -1.3950705e-16 J
n=2 l=0 v=1: Morse root -3.4876762e-17 J, r-grid -3.4876762e-17 J
n=2 l=1 v=0: Morse root -3.4876762e-17 J, r-grid -3.4876762e-17 J
n=3 l=0 v=2: Morse root -1.5500783e-17 J, r-grid -1.5500783e-17 J
n=3 l=1 v=1: Morse root -1.5500783e-17 J, r-grid -1.5500783e-17 J
n=3 l=2 v=0: Morse root -1.5500783e-17 J, r-grid -1.5500783e-17 J
n=4 l=0 v=3: Morse root -8.7191905e-18 J, r-grid -8.7191905e-18 J
n=4 l=1 v=2: Morse root -8.7191905e-18 J, r-grid -8.7191905e-18 J
n=4 l=2 v=1: Morse root -8.7191905e-18 J, r-grid -8.7191905e-18 J
n=4 l=3 v=0: Morse root -8.7191905e-18 J, r-grid -8.7191905e-18 J
3->2: factor = 0.138889, photon = 1.937598e-17 J = 120.9353 eV
3->2: wavelength = 1.025211e-08 m (r-grid 1.025211e-08 m)
4->2: factor = 0.187500, photon = 2.615757e-17 J = 163.2627 eV
4->2: wavelength = 7.594152e-09 m (r-grid 7.594152e-09 m)
series limit n->2: wavelength = 5.695614e-09 m
relative change of E_n for 0.1% change of M = 3.43e-08
(Z alpha)^2 = 3.408e-03
\end{verbatim}
